# Hydrogen pressure and the chemical potential per hydrogen atom: test program

```python
# Result under test: for an ideal gas of H2 at fixed temperature T, the
# chemical potential per hydrogen ATOM changes with H2 pressure p as
#     mu_H(p2) - mu_H(p1) = (1/2) k T ln(p2/p1),
# which is about 0.10 eV for p2 = 10 p1 at T = 1000 K.
# Symbols: k Boltzmann constant, N number of molecules, side = edge of a
# cubic box, F Helmholtz free energy. Energies are in eV, lengths in m.
# The energy zero is the H2 molecule at rest; internal motion is left out
# because its contribution does not depend on volume.
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

T = 1000.0
p_low, p_high = 0.1, 1.0                      # bar
bar = 1.0e5                                   # Pa
k_eV = const.k / const.e
kT = k_eV * T
mass_H2 = 2.0 * (const.m_p + const.m_e)
hartree_eV = const.value("Hartree energy in eV")
levels = np.arange(1, 400001, dtype=float)


def log_states(side):
    """ln of the one-molecule partition function, by summing box levels."""
    ground = const.h**2 / (8.0 * mass_H2 * side**2)
    return 3.0 * np.log(np.sum(np.exp(-ground * levels**2 / (const.k * T))))


def gas_free_energy(N, log_q):
    """F of N indistinguishable molecules, in eV."""
    return -kT * (N * log_q - gammaln(N + 1.0))


def gas_mu(N, log_q):
    """Chemical potential per molecule: change of F with N, in eV."""
    return 0.5 * (gas_free_energy(N + 1, log_q)
                  - gas_free_energy(N - 1, log_q))


def gas_pressure(N, side):
    """Pressure in bar: minus the change of F with volume."""
    volume, step = side**3, 1.0e-3 * side**3
    F_plus = gas_free_energy(N, log_states((volume + step)**(1 / 3)))
    F_minus = gas_free_energy(N, log_states((volume - step)**(1 / 3)))
    return -(F_plus - F_minus) * const.e / (2.0 * step) / bar


# Derived formula
shift_molecule = kT * np.log(p_high / p_low)
shift_atom = 0.5 * shift_molecule

# Test 1: compress a box of molecules to a tenth of its volume.
# Tolerances allow for the walls of the finite box (relative size 1e-5).
N_box = 1.0e6
side_low = (N_box * const.k * T / (p_low * bar))**(1 / 3)
side_high = side_low / 10.0**(1 / 3)
box_p = [gas_pressure(N_box, s) for s in (side_low, side_high)]
box_log_q = [log_states(s) for s in (side_low, side_high)]
box_mu = [gas_mu(N_box, q) for q in box_log_q]
box_shift_molecule = box_mu[1] - box_mu[0]
occupation = N_box / np.exp(box_log_q[1])
assert abs(box_p[0] / p_low - 1.0) < 1.0e-4
assert abs(box_p[1] / p_high - 1.0) < 1.0e-4
assert abs(box_shift_molecule - shift_molecule) < 2.0e-5
assert occupation < 1.0e-5

# Test 2: closed box with gas and adsorption sites. Minimise the total F
# over every even number of adsorbed atoms, then compare the chemical
# potential of adsorbed atoms with half that of the molecules.
sites = 20000
atoms_total = 40000
binding = 0.65                                # eV per adsorbed atom


def adsorbed_free_energy(n):
    """F of n atoms spread over the sites, at most one per site, in eV."""
    log_ways = (gammaln(sites + 1.0) - gammaln(n + 1.0)
                - gammaln(sites - n + 1.0))
    return -binding * n - kT * log_ways


surface_mu, surface_p, coverage = [], [], []
for p_start in (p_low, p_high):
    volume = 0.5 * atoms_total * const.k * T / (p_start * bar)
    side = volume**(1 / 3)
    log_q = log_states(side)
    n_try = np.arange(0, sites + 1, 2, dtype=float)
    F_total = (adsorbed_free_energy(n_try)
               + gas_free_energy(0.5 * (atoms_total - n_try), log_q))
    n_best = n_try[np.argmin(F_total)]
    assert 0 < n_best < sites
    N_gas = 0.5 * (atoms_total - n_best)
    mu_ads = 0.5 * (adsorbed_free_energy(n_best + 1)
                    - adsorbed_free_energy(n_best - 1))
    # Tolerance: n can only change in steps of two atoms.
    assert abs(mu_ads - 0.5 * gas_mu(N_gas, log_q)) < 5.0e-5
    surface_mu.append(mu_ads)
    surface_p.append(gas_pressure(N_gas, side))
    coverage.append(n_best / sites)
surface_shift = surface_mu[1] - surface_mu[0]
surface_ratio = surface_p[1] / surface_p[0]
surface_formula = 0.5 * kT * np.log(surface_ratio)
assert abs(surface_shift - surface_formula) < 1.0e-4

# Test 3: the claim as worded, "about 0.10 eV", from the box calculation
assert round(0.5 * box_shift_molecule, 2) == 0.10

shift_atom_300 = 0.5 * k_eV * 300.0 * np.log(10.0)
ratio_for_tenth = np.exp(2.0 * 0.10 / kT)

print(f"Temperature: {T:.0f} K")
print(f"H2 pressure, start and end: {p_low:.1f} and {p_high:.1f} bar")
print(f"Boltzmann constant k: {k_eV:.6e} eV/K")
print(f"kT: {kT:.5f} eV")
print(f"ln(10): {np.log(10.0):.5f} (no unit)")
print(f"Formula, shift per H2 molecule: {shift_molecule:.4f} eV")
print(f"Formula, shift per H atom: {shift_atom:.4f} eV")
print(f"Formula, shift per H atom: {shift_atom / hartree_eV:.5f} hartree")
print(f"Box, number of molecules: {N_box:.0f}")
print(f"Box, pressure before: {box_p[0]:.5f} bar")
print(f"Box, pressure after: {box_p[1]:.5f} bar")
print(f"Box, shift per H2 molecule: {box_shift_molecule:.4f} eV")
print(f"Box, shift per H atom: {0.5 * box_shift_molecule:.4f} eV")
print(f"Molecules per accessible state at 1 bar: {occupation:.1e}")
print(f"Surface model, sites: {sites}, atoms in total: {atoms_total}")
print(f"Surface model, binding energy per atom: {binding:.2f} eV")
print(f"Surface model, filled fraction before: {coverage[0]:.3f}")
print(f"Surface model, filled fraction after: {coverage[1]:.3f}")
print(f"Surface model, final pressure ratio: {surface_ratio:.3f}")
print(f"Surface model, shift per adsorbed atom: {surface_shift:.4f} eV")
print(f"Formula at that pressure ratio: {surface_formula:.4f} eV")
print(f"Tenfold pressure at 300 K, per H atom: {shift_atom_300:.4f} eV")
print(f"Pressure ratio for 0.10 eV at 1000 K: {ratio_for_tenth:.2f}")
print("all assertions hold")
```

It prints:

```
Temperature: 1000 K
H2 pressure, start and end: 0.1 and 1.0 bar
Boltzmann constant k: 8.617333e-05 eV/K
kT: 0.08617 eV
ln(10): 2.30259 (no unit)
Formula, shift per H2 molecule: 0.1984 eV
Formula, shift per H atom: 0.0992 eV
Formula, shift per H atom: 0.00365 hartree
Box, number of molecules: 1000000
Box, pressure before: 0.10000 bar
Box, pressure after: 1.00004 bar
Box, shift per H2 molecule: 0.1984 eV
Box, shift per H atom: 0.0992 eV
Molecules per accessible state at 1 bar: 4.3e-07
Surface model, sites: 20000, atoms in total: 40000
Surface model, binding energy per atom: 0.65 eV
Surface model, filled fraction before: 0.266
Surface model, filled fraction after: 0.515
Surface model, final pressure ratio: 8.566
Surface model, shift per adsorbed atom: 0.0926 eV
Formula at that pressure ratio: 0.0925 eV
Tenfold pressure at 300 K, per H atom: 0.0298 eV
Pressure ratio for 0.10 eV at 1000 K: 10.18
all assertions hold
```
